# Does negative magnetoresistance in an oxide film prove magnetic-impurity scattering?

**Question**

The resistance of a thin, degenerate amorphous oxide film falls at a few kelvin when I apply a perpendicular magnetic field. I was told that this proves scattering from magnetic impurities, because the field aligns their moments and suppresses spin flips. But the film should contain no moments. Can a field lower the resistance of a nonmagnetic disordered film, how large is the effect, and how could I tell the two causes apart?

**Answer**

The sign does not prove magnetic scattering. Your mechanism is possible: to second order in an exchange coupling to free moments of spin $S$, the scattering rate is proportional to $\langle\mathbf S^2\rangle=S(S+1)$ at zero field. In a fully aligned state spin flips are frozen out and $S^2$ remains, so the resistance can fall. A nonmagnetic film with weak spin-orbit scattering has another route, the interference of time-reversed electron paths.

### Why flux matters

Let an electron return to its starting point along a loop with amplitude $a$. With time-reversal symmetry and no spin scattering, the reversed loop has the same amplitude. Flux $\Phi$ gives the two opposite phases $\pm e\Phi/\hbar$, so

$$|ae^{ie\Phi/\hbar}+ae^{-ie\Phi/\hbar}|^2
=2|a|^2\left[1+\cos(2e\Phi/\hbar)\right].$$

At $\Phi=0$ this is $4|a|^2$, twice the sum of separate probabilities. The extra return probability lowers the conductance. Loops of different area acquire different phases in a field, so the extra term averages down and the conductance rises. This is the sense in which flux "dephases" the pairs. Each path remains coherent; inelastic loss of coherence is a separate process, described below by a time $\tau_\phi$.

### Size of the correction

I use SI units, $e>0$, two spin directions, a spherical band, and short-range isotropic scattering with $k_Fl\gg1$. Here $l=v\tau$ is the mean free path and $D=v^2\tau/3$. Electron-electron interaction corrections are omitted.

The Kubo formula follows from absorbed power. A field $E\cos\omega t$ couples states through matrix elements $eEv_{ab}/2\omega$. The golden rule, set equal to $\sigma E^2V/2$, gives for $\omega\to0$

$$\sigma=\frac{\pi\hbar e^2}{V}\operatorname{Tr}
[v_x\delta(E_F-H)v_x\delta(E_F-H)].$$

Insert $\delta(E_F-H)=(G^A-G^R)/(2\pi i)$. The two mixed terms carry the diffusive interference, and together they give

$$\sigma=\frac{\hbar e^2}{2\pi V}\operatorname{Tr}[v_xG^Rv_xG^A].$$

Let $N$ be the density of states per spin and volume, $\xi$ the energy from $E_F$, and $u_0^2$ the strength in $\langle U(\mathbf r)U(\mathbf r')\rangle=u_0^2\delta(\mathbf r-\mathbf r')$. The golden rule gives $1/\tau=2\pi Nu_0^2/\hbar$, hence $u_0^2=\hbar/(2\pi N\tau)$. The averaged propagators are $G^{R,A}=(-\xi\pm i\hbar/2\tau)^{-1}$.

In the interference term $G^R$ and $G^A$ visit the same impurities in opposite order. One step of this pair, with total wave vector $\mathbf q$, contributes

$$P(q)=u_0^2N\left\langle\int
\frac{d\xi}{(\xi-i\hbar/2\tau)(\xi+s+i\hbar/2\tau)}\right\rangle ,$$

where $s=-\hbar\mathbf v\cdot\mathbf q$. Closing the contour around $\xi=i\hbar/2\tau$ gives $(2\pi\tau/\hbar)/(1-is\tau/\hbar)$, and $u_0^2N(2\pi\tau/\hbar)=1$. With $\mu$ the cosine of the angle between $\mathbf v$ and $\mathbf q$,

$$P(q)=\frac12\int_{-1}^{1}\frac{d\mu}{1+q^2l^2\mu^2}
=\frac{\arctan(ql)}{ql}\simeq1-\frac{q^2l^2}{3}=1-D\tau q^2.$$

Loss of coherence subtracts a further $\tau/\tau_\phi$. Since $P\simeq1$, the geometric series over steps is

$$\Gamma(q)\simeq\frac{u_0^2}{1-P}
=\frac{\hbar}{2\pi N\tau^2}\frac{1}{Dq^2+1/\tau_\phi}.$$

The series is largest at small $q$, where the outgoing wave vector is $\mathbf q-\mathbf k\simeq-\mathbf k$. The two velocities are then opposite, which is the origin of the minus sign. Diagrams with an extra impurity line across one end contain a separate velocity average that vanishes as $q\to0$. The ends supply

$$\int |G|^4d\xi=\int\frac{d\xi}{(\xi^2+\hbar^2/4\tau^2)^2}
=\frac{4\pi\tau^3}{\hbar^3}.$$

Collecting factors, including 2 for spin,

$$\begin{aligned}
\delta\sigma&=-\frac{\hbar e^2}{2\pi}\,2\,\frac{v^2}{3}\,
N\frac{4\pi\tau^3}{\hbar^3}\int\frac{d^3q}{(2\pi)^3}\Gamma(q)\\
&=-\frac{2e^2D}{\pi\hbar}\int\frac{d^3q}{(2\pi)^3}
\frac1{Dq^2+1/\tau_\phi}.
\end{aligned}$$

In a film of thickness $d$ no pair current crosses the surfaces, so the transverse wave numbers are $\pi m/d$, and $\int dq_z/2\pi$ becomes $d^{-1}\sum_m$. Multiplying $\delta\sigma$ by $d$ gives the sheet conductance. If $L_\phi=\sqrt{D\tau_\phi}\gg d$, the field dependence comes mainly from $m=0$:

$$\delta G(0)=-\frac{2e^2D}{\pi\hbar}\int\frac{d^2q}{(2\pi)^2}
\frac1{Dq^2+1/\tau_\phi}.$$

The electrons may still occupy many transverse subbands; it is the interference that is two-dimensional.

### The field dependence

The phase difference contains $2e$, so the pair moves like a particle of charge magnitude $2e$. Its Landau levels replace $q^2$ by $(4eB/\hbar)(n+\tfrac12)$, with $2eB/h=eB/\pi\hbar$ states per area. Define

$$G_0=\frac{e^2}{2\pi^2\hbar},\qquad
B_\phi=\frac{\hbar}{4eL_\phi^2},\qquad b=\frac{B_\phi}{B}.$$

Then

$$\begin{aligned}
\delta G(B)&=-\frac{2e^2D}{\pi\hbar}\frac{eB}{\pi\hbar}
\sum_n\frac1{(4eBD/\hbar)(n+\frac12)+1/\tau_\phi}\\
&=-G_0\sum_{n=0}^{n_c-1}\frac1{n+\frac12+b}.
\end{aligned}$$

The cutoff marks where diffusion fails at short distance. Keeping the same largest wave number $Q$ at all fields means $n_c=\hbar Q^2/4eB$, so $Q^2L_\phi^2=n_c/b$. With the digamma function $\psi$, the sum is $\psi(n_c+\tfrac12+b)-\psi(\tfrac12+b)\simeq\ln(n_c+b)-\psi(\tfrac12+b)$. The zero-field integral is

$$\delta G(0)=-G_0\ln(1+Q^2L_\phi^2)
=-G_0[\ln(n_c+b)-\ln b].$$

On subtraction the cutoff cancels:

$$\boxed{\Delta G=G(B)-G(0)=G_0f(b),\quad
f(b)=\psi(\tfrac12+b)-\ln b.}$$

The sign is clearest in time. With $x=2eBDt/\hbar$, the density for return to the origin is

$$\frac{eB}{\pi\hbar}\sum_n e^{-2x(n+1/2)}
=\frac{eB}{2\pi\hbar\sinh x}
=\frac1{4\pi Dt}\frac{x}{\sinh x}.$$

Thus $x/\sinh x$ is the mean of $\cos(2e\Phi/\hbar)$ over closed diffusive loops. A sum over all closed 200-step square-lattice walks at $x=2$ gives 0.552, against 0.551 from this expression. Inserting the density in the conductance correction gives

$$\Delta G=G_0\int_0^\infty\frac{dt}{t}e^{-t/\tau_\phi}
\left(1-\frac{x}{\sinh x}\right)>0,$$

because $\sinh x>x$. The conductance rises, so the resistance falls, without any magnetic moment.

At low field $1-x/\sinh x\simeq x^2/6$, and $x=(t/\tau_\phi)/2b$. The remaining integral $\int_0^\infty ue^{-u}du$ equals 1, so

$$\Delta G\simeq G_0\frac{B^2}{24B_\phi^2}\qquad(B\ll B_\phi).$$

For $B\gg B_\phi$, $\Delta G\simeq G_0[\ln(B/B_\phi)+\psi(\tfrac12)]$. This growth cannot continue once the field probes distances near $l$, that is, near $B_l=\hbar/4el^2$.

### What spin scattering does

Let $F=V_n\cdots V_1$ be the spin matrix of a path. For frozen magnetic scatterers, $V_i=u+J\mathbf n_i\cdot\boldsymbol\sigma$, with random unit vectors $\mathbf n_i$. The reversed path has $R=V_1\cdots V_n$, and since each $V_i$ is Hermitian, $R^\dagger=F$. For spin-orbit scattering, $V_i=u+ig\mathbf n_i\cdot\boldsymbol\sigma$, where $\mathbf n_i$ follows $\mathbf k\times\mathbf k'$. Reversal changes the sign of this product and replaces $V_i$ by $V_i^\dagger$, so again $R^\dagger=F$. In both cases the interference weight is

$$\tfrac12\langle\operatorname{Tr}(FR^\dagger)\rangle
=\tfrac12\langle\operatorname{Tr}F^2\rangle.$$

Write $\operatorname{Tr}F^2$ as the trace of $F\otimes F$ times the operator that swaps two spins. Swap is $+1$ on the three triplet states and $-1$ on the singlet. For independent isotropic $\mathbf n_i$,

$$\langle V\otimes V\rangle=u^2+\frac{c^2}{3}
\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2,$$

with $c=J$ or $c=ig$. The spin product is $1$ in the triplet and $-3$ in the singlet. Divide by the total strength $u^2+|c|^2$ and let $p$ be the fraction due to spin scattering. The factors per event are:

- magnetic: triplet $1-2p/3$, singlet $1-2p$;
- spin-orbit: triplet $1-4p/3$, singlet $1$.

After $n$ events the weight is half of three triplet factors minus one singlet factor, each to the power $n$. For $p=0.265$ and $n=3$ this gives $0.786$ for magnetic and $-0.094$ for spin-orbit scattering, and direct enumeration of the spin paths agrees.

Unaligned moments therefore damp both channels and weaken the interference. Spin-orbit scattering damps the triplet and leaves the singlet with weight $-\tfrac12$, so it can reverse the magnetoresistance. For small $p=\tau/\tau_{so}$ the triplet loss rate is $4/(3\tau_{so})$. With $L_{so}=\sqrt{D\tau_{so}}$ and $r=(L_\phi/L_{so})^2$,

$$\Delta G=G_0\left\{\tfrac32f\!\left[b(1+\tfrac43r)\right]
-\tfrac12f(b)\right\}.$$

Using $f(b)\simeq1/(24b^2)$, the low-field sign changes when $3/(1+4r/3)^2=1$, or $r=3(\sqrt3-1)/4=0.549$. Low-field negative magnetoresistance thus requires $L_{so}>1.35L_\phi$ in this model. "Nonmagnetic" alone is not a sufficient condition.

### A microscopic comparison

A separate calculation finds the Landauer conductance of a disordered square-lattice strip 12 sites wide and 40 long. Flux enters the orbital motion alone, at $e\Phi/\hbar=0.05$ rad per cell, and any moments stay frozen. Averages over disorder, with standard errors, are:

| Disorder | $G(0)$ in $e^2/h$ | change with flux |
|---|---:|---:|
| scalar | 1.78 | $+0.227\pm0.026$ |
| random moments | 2.23 | $+0.018\pm0.019$ |
| spin-orbit hopping | 3.64 | $-0.155\pm0.020$ |

The nonmagnetic scalar strip has negative magnetoresistance. Replacing its disorder by random moments of the same mean-square strength leaves no resolved change, and spin-orbit hopping reverses the sign. The diffusive pair theory, with a short-distance cutoff, predicts $+0.418$ for the scalar strip, nearly twice the value found. The strip therefore supports the signs and the order of magnitude, not the prefactor. The pair theory is a first-order correction, reliable only for $G\gg e^2/h$, whereas the strip has $G(0)$ of only about $2e^2/h$. The strip is also only marginally diffusive: its golden-rule mean free path is about 4.5 sites, over a third of the width, so this flux is about four times $B_l$. The high flux is not what causes the shortfall, because at 0.01 rad per cell, below $B_l$, the strip still gives only about 0.6 of the prediction. I have not tested how much of the difference comes from the small conductance, the narrow width, the contacts or the finite length.

### Numbers for a film

Take $d=20$ nm, density $3\times10^{20}\ \mathrm{cm^{-3}}$, mobility $\mu_e=40\ \mathrm{cm^2/Vs}$, effective mass $m=0.3m_e$, and $L_\phi=100$ nm at 4 K. Then

$$k_F=(3\pi^2n_e)^{1/3}=2.07\ \mathrm{nm^{-1}},\qquad
\tau=\frac{\mu_em}{e}=6.82\ \mathrm{fs}.$$

With $v=\hbar k_F/m$, the mean free path is $l=5.45$ nm and $k_Fl=11.3$. Next,

$$D=\frac{l^2}{3\tau}=\frac{(5.45\ \mathrm{nm})^2}{3(6.82\ \mathrm{fs})}
=14.5\ \mathrm{cm^2/s},\qquad
\tau_\phi=\frac{L_\phi^2}{D}=6.88\ \mathrm{ps}.$$

The sheet resistance is $1/(n_ee\mu_ed)=260\ \Omega$ per square. The interference scales are $G_0=12.3\ \mu\mathrm S$ and $B_\phi=16.5$ mT. Since $\Delta R/R=-\Delta G/(G+\Delta G)$:

| $B$ (T) | $\Delta G$ ($\mu$S) | $\Delta R/R$ (%) |
|---:|---:|---:|
| 0.01 | 0.18 | $-0.005$ |
| 0.05 | 2.61 | $-0.068$ |
| 0.10 | 5.92 | $-0.15$ |
| 0.50 | 19.8 | $-0.51$ |

From 0.1 to 0.5 T the field grows fivefold but $\Delta G$ only 3.3-fold, far below a quadratic law, because $B$ already exceeds $B_\phi$.

Now hold $L_\phi$ and $B=0.1$ T fixed. For magnetic scattering at a rate $1/\tau_s$, put $p=\tau/\tau_s$ in the factors per event. The loss rates are then $2/(3\tau_s)$ in the triplet and $2/\tau_s$ in the singlet, so with $r_s=L_\phi^2/(D\tau_s)$

$$\Delta G=G_0\left\{\tfrac32f\!\left[b(1+\tfrac23r_s)\right]
-\tfrac12f\!\left[b(1+2r_s)\right]\right\}.$$

Unaligned moments with magnetic scattering length $\sqrt{D\tau_s}=100$ nm reduce $\Delta G$ from 5.92 to 4.23 $\mu$S. With no moments but $L_{so}=50$ nm, it becomes $-2.33\ \mu$S, a positive magnetoresistance.

These inputs are illustrative, chosen with degenerate amorphous indium zinc oxide in mind, and do not describe a particular measured film; $L_\phi$ is the least certain and varies with temperature and sample. The assumption most able to overturn the result is weak spin-orbit scattering, as the last number shows. The model does not describe hopping transport or a dilute transistor channel with $k_Fl\lesssim1$. Diffusion across the thickness is also only moderately well satisfied, since $l/d=0.27$.

Several other neglected effects are smaller here. At 0.5 T the classical scale $(\mu_eB)^2$ is $4\times10^{-6}$, against a relative change of $5\times10^{-3}$, and higher transverse modes add about 0.04% of the main effect. The ballistic scale $B_l$ is 5.5 T; the finite mean free path lowers the 0.5 T value by a few percent. The zero-field interference correction is roughly 2–4% of $G$ for cutoff wave numbers between $1/l$ and $\pi/l$, so using the mobility to set $G(0)$ is adequate. Thermal energy is $6\times10^{-4}$ of the Fermi energy. For $g=2$ the Zeeman energy at 0.5 T is 0.17 of the thermal energy; a dimensional estimate, not a derivation, puts the related interaction correction at no more than about 1% of the main effect. This covers only the Zeeman part. Interaction corrections that act through the orbital motion are not included; they can reach a few percent, and more near a superconducting transition.

### How to tell the causes apart

Rotate the field into the film plane. For $\mathbf B$ along $y$, choose $A_x=Bz$ with $z$ measured from mid-film. The uniform pair mode then acquires

$$\left\langle\left(\frac{2eBz}{\hbar}\right)^2\right\rangle
=\frac{4e^2B^2}{\hbar^2}\frac{d^2}{12}
=\frac{e^2B^2d^2}{3\hbar^2}.$$

This adds to $L_\phi^{-2}$ in the zero-field logarithm, so for $l\ll d\ll L_\phi$ and $eBd^2/\hbar\ll1$

$$\Delta G_\parallel=G_0\ln\left(1+
\frac{L_\phi^2e^2B^2d^2}{3\hbar^2}\right).$$

At very low field the perpendicular-to-parallel ratio is $2L_\phi^2/d^2$, or 50 for this film if $l\ll d$ is assumed. At 0.1 T the perpendicular curve has already bent over: the changes are 5.92 and 0.37 $\mu$S, a ratio of about 16. Because $l/d=0.27$ is not very small, the true parallel change at the same $L_\phi$ is lower by about 12% for specular and about 20% for diffuse surfaces, and both ratios are correspondingly higher. Free isotropic moments, by contrast, align equally well in either direction, so their direct effect has no such geometric suppression.

Measure both orientations and fit the perpendicular curve with one $L_\phi$ at each temperature. A strong anisotropy together with the digamma shape supports orbital interference. It does not exclude a small number of moments. In the formula above, weak magnetic scattering hardly changes the curve, and stronger scattering mainly shortens the fitted length. Anisotropic moments or other orbital effects need their own checks. A negative sign alone settles neither case.

## Computed values

```
Integral of |G|^4, tau=hbar=1: 12.566371
Pair-step coefficient of (ql)^2: 0.3313
Loop phase average, 200 steps, x=2.0: 0.5524
Loop phase average, x/sinh(x): 0.5514
f(0.3), time integral / formula: 0.238964 / 0.238964
Spin-scattering fraction in path test: 0.2647
Three-event spin factor, magnetic: 0.7857
Three-event spin factor, spin-orbit: -0.0936
Critical Bso/Bphi at low field: 0.5491
Critical Lso/Lphi at low field: 1.3495
Strip width, length: 12, 40 sites
Strip flux angle e*flux/hbar per cell: 0.050 rad
Strip scalar: G(0)=1.778, change=+0.227 +/- 0.026 e^2/h
Strip magnetic: G(0)=2.233, change=+0.018 +/- 0.019 e^2/h
Strip spin-orbit: G(0)=3.642, change=-0.155 +/- 0.020 e^2/h
Strip scalar diffusive prediction: +0.418 e^2/h
Film thickness: 20.0 nm
Electron density: 3.00e+20 cm^-3
Mobility: 40.0 cm^2/Vs
Effective mass / electron mass: 0.30
Temperature: 4.0 K
Coherence length: 100.0 nm
Fermi wave number: 2.071 nm^-1
Fermi energy: 0.545 eV
Scattering time: 6.82 fs
Mean free path: 5.45 nm
k_F times mean free path: 11.29
Diffusion constant: 14.53 cm^2/s
Phase-coherence time: 6.88 ps
Sheet resistance: 260.1 ohm per square
G0: 12.331 microsiemens
Bphi: 16.46 mT
B=0.01 T: delta G=0.179 microsiemens, delta R/R=-0.0047 %
B=0.05 T: delta G=2.608 microsiemens, delta R/R=-0.0678 %
B=0.10 T: delta G=5.917 microsiemens, delta R/R=-0.1536 %
B=0.50 T: delta G=19.783 microsiemens, delta R/R=-0.5119 %
Added magnetic scattering length: 100.0 nm
Delta G at 0.10 T with moments: 4.228 microsiemens
Strong spin-orbit length: 50.0 nm
Delta G at 0.10 T, strong spin-orbit: -2.332 microsiemens
Delta G at 0.10 T, parallel field: 0.374 microsiemens
Perpendicular/parallel ratio at 0.10 T: 15.83
Higher-mode contribution at 0.50 T: 0.042 % of main effect
Classical (mobility*B)^2 at 0.50 T: 4.00e-06
Ballistic field limit: 5.53 T
Zero-field interference estimate: 1.97 % of G
Thermal energy / Fermi energy: 6.33e-04
Zeeman / thermal energy at 0.50 T, g=2: 0.168
Interaction scale / main effect at 0.50 T: 0.88 %
```
